# Car-Parrinello Dynamics with Position-Dependent Constraints and the Verlet Multiplier Iteration: verification in Python

```python
# Car-Parrinello dynamics with position-dependent constraints c^+ S(R) c = 1 (Hartree a.u.).
# Under test:  mu c'' = -H c f + S c Lam,   M_I R_I'' = -dE/dR_I + tr(Lam D_I),  D_I = c^+ dS/dR_I c.
# Verlet step: c+ = cbar + chi X, chi = S c, X = h^2 Lam/mu, R+ = Rbar + (mu/M) tr(X D),
#   A + X B + B^+ X + X C X = 1,  A = cbar^+ S+ cbar, B = chi^+ S+ cbar, C = chi^+ S+ chi, S+ = S(R+).
# Inner loop: Bh X' + X' Bh = 1 - A - [X,Ba] - X C X.  Outer loop on R+: Jacobian -> -Gamma,
#   Gamma_IJ = (mu/M_I) tr(D_I LK^-1 D_J), LK(X) = K X + X K, K = c^+ S^2 c.
# c: plane-wave coefficients of the pseudo orbitals (columns), f: occupations, mu: fictitious mass.
# Model: 1D periodic, two atoms, s and p projectors, S = 1 + P q P^+, monopole compensation charge.
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import solve_ivp
from scipy.optimize import root
from scipy.constants import physical_constants as pc

box, kmax, mu = 12.0, 8, 400.0
sig, s_loc, r_c, lam_w, U_w, A_ion, b_ion = 0.6, 1.0, 0.5, 1.0, 0.4, 3.0, 1.5
V0 = np.array([2.5, 2.2]); D0 = np.array([1.0, 0.5, 0.6, 0.3]); q0 = np.array([3.0, 1.0, 2.0, 0.5])
atom = np.array([0, 0, 1, 1]); nG = 2*kmax + 1
G = 2*np.pi/box*np.arange(-kmax, kmax + 1); Q = 2*np.pi/box*np.arange(-2*kmax, 2*kmax + 1)
idx = np.arange(nG)[:, None] - np.arange(nG)[None, :] + 2*kmax
collect = np.zeros((len(Q), nG*nG)); collect[idx.ravel(), np.arange(nG*nG)] = 1.0
gs = np.exp(-G**2*sig**2/2); gp = -1j*G*gs
shape = np.array([gs, gp, gs, gp]).T; shape = shape/np.linalg.norm(shape, axis=0)
v_at = -V0[:, None]*s_loc*np.sqrt(2*np.pi)*np.exp(-Q**2*s_loc**2/2)
g_c = np.exp(-Q**2*r_c**2/2); w_int = U_w*lam_w*np.sqrt(2*np.pi)*np.exp(-Q**2*lam_w**2/2)
dag = lambda a: a.conj().T
tr = lambda a, b: np.trace(a @ b).real
nrm = np.linalg.norm
basis = [np.array(e, complex) for e in ([[1, 0], [0, 0]], [[0, 0], [0, 1]],
         np.array([[0, 1], [1, 0]])/np.sqrt(2), np.array([[0, 1j], [-1j, 0]])/np.sqrt(2))]
vec = lambda X: np.array([tr(E, X) for E in basis])
mat = lambda x: sum(a*E for a, E in zip(x, basis))
matrix_of = lambda fun: np.array([vec(fun(E)) for E in basis]).T
radius = lambda J: np.max(np.abs(np.linalg.eigvals(J)))
fd_radius = lambda phi, X: radius(matrix_of(lambda E: (phi(X + 1e-3*E) - phi(X - 1e-3*E))/2e-3))

class Model:
    def __init__(s, q, M, f): s.q, s.M, s.f = np.array(q), np.array(M, float), np.array(f, float)
    def P(s, R): return shape*np.exp(-1j*np.outer(G, R[atom]))
    def S(s, R): P = s.P(R); return np.eye(nG) + (P*s.q) @ dag(P)
    def dS(s, R, I):
        P = s.P(R); T = (-1j*G[:, None]*P*(s.q*(atom == I))) @ dag(P); return T + dag(T)
    def d2S(s, R, I):
        P = s.P(R); qI = s.q*(atom == I); dP = -1j*G[:, None]*P
        T = (-G[:, None]**2*P*qI) @ dag(P); return T + dag(T) + 2*(dP*qI) @ dag(dP)
    def density(s, c, R):
        occ = np.abs(dag(s.P(R)) @ c)**2 @ s.f; Qa = np.bincount(atom, s.q*occ)
        return collect @ ((c*s.f) @ dag(c)).ravel() + g_c*(Qa @ np.exp(-1j*np.outer(R, Q))), occ, Qa
    def energy(s, c, R):
        n, occ, _ = s.density(c, R); vl = (v_at*np.exp(-1j*np.outer(R, Q))).sum(0)
        return (G**2/2 @ np.abs(c)**2 @ s.f + D0 @ occ + np.vdot(vl, n).real/box
                + 0.5*w_int @ np.abs(n)**2/box + A_ion*np.exp(-(R[0] - R[1])**2/(2*b_ion**2)))
    def ham(s, n, R):
        ph = np.exp(-1j*np.outer(R, Q)); ve = (v_at*ph).sum(0) + w_int*n
        Dt = D0 + s.q*((ph*g_c) @ ve.conj()).real[atom]/box; P = s.P(R)
        return np.diag(G**2/2) + ve[idx]/box + (P*Dt) @ dag(P), Dt, ve, ph
    def grads(s, c, R):  # returns H c f and -dE/dR at fixed c
        n, occ, Qa = s.density(c, R); H, Dt, ve, ph = s.ham(n, R); P = s.P(R)
        docc = 2*((dag(P) @ c).conj()*(dag(-1j*G[:, None]*P) @ c)).real @ s.f
        dE = ((-1j*Q*v_at*ph).conj() @ n).real/box + Qa*((-1j*Q*g_c*ph) @ ve.conj()).real/box
        d = R[0] - R[1]; e = -A_ion*d/b_ion**2*np.exp(-d**2/(2*b_ion**2))
        return H @ c*s.f, -(dE + np.bincount(atom, Dt*docc) + np.array([e, -e]))
    def D(s, c, R): return [dag(c) @ s.dS(R, I) @ c for I in (0, 1)]
    def scf(s, R):
        n = np.zeros(len(Q), complex); S = s.S(R)
        for _ in range(3000):
            eps, Uv = eigh(s.ham(n, R)[0], S); c = Uv[:, :2]; new = s.density(c, R)[0]
            if np.max(np.abs(new - n)) < 1e-12: break
            n = n + 0.3*(new - n)
        else: raise AssertionError("no self-consistency")
        c = c*np.exp(-0.5j*np.angle((c*c[::-1]).sum(0)))  # real functions of x
        return c*np.sign(c[kmax].real), eps
    def total(s, c, R, v, Rd): return mu*nrm(v)**2 + 0.5*s.M @ Rd**2 + s.energy(c, R)
    def accel(s, c, R, v, Rd, ion_force=1.0):
        Hc, F = s.grads(c, R); S = s.S(R); dS = [s.dS(R, I) for I in (0, 1)]
        D = [dag(c) @ d @ c for d in dS]; chi = S @ c; K = dag(chi) @ chi; W = dag(chi) @ Hc
        Y = dag(c) @ (dS[0]*Rd[0] + dS[1]*Rd[1]) @ v
        rhs = (W + dag(W))/mu - 2*dag(v) @ S @ v - 2*(Y + dag(Y))
        for I in (0, 1): rhs = rhs - dag(c) @ s.d2S(R, I) @ c*Rd[I]**2 - D[I]*F[I]/s.M[I]
        op = lambda E: (K @ E + E @ K)/mu + ion_force*sum(D[I]*tr(E, D[I])/s.M[I] for I in (0, 1))
        Lam = mat(np.linalg.solve(matrix_of(op), vec(rhs))); Fc = np.array([tr(Lam, d) for d in D])
        return (-Hc + chi @ Lam)/mu, (F + ion_force*Fc)/s.M, Lam, Fc

def lowdin(c, S):
    w, Uv = np.linalg.eigh(dag(c) @ S @ c); return c @ (Uv*w**-0.5) @ dag(Uv)
def sylvester(Bh):
    b, Uv = np.linalg.eigh(Bh); return lambda Y: Uv @ ((dag(Uv) @ Y @ Uv)/(b[:, None] + b)) @ dag(Uv)
def inner_map(A, B, C):
    inv = sylvester((B + dag(B))/2); Ba = (B - dag(B))/2
    return lambda X: inv(np.eye(len(A)) - A - X @ Ba + Ba @ X - X @ C @ X)
naive_map = lambda A, B, C: (lambda X: X + (np.eye(2) - A - X @ B - dag(B) @ X - X @ C @ X)/2)
def solve_inner(A, B, C, X):
    phi = inner_map(A, B, C)
    for _ in range(300):
        Xn = phi(X)
        if nrm(Xn - X) < 1e-14: return Xn
        X = Xn
    raise AssertionError("inner loop")

class Step:
    def __init__(s, m, prev, cur, h):
        c, R = cur; Hc, F = m.grads(c, R); s.m, s.h = m, h
        s.cbar = 2*c - prev[0] - h*h*Hc/mu; s.Rbar = 2*R - prev[1] + h*h*F/m.M
        s.chi = m.S(R) @ c; s.D = m.D(c, R); s.X = np.zeros((2, 2), complex)
    def shift(s, X): return mu/s.m.M*np.array([tr(X, d) for d in s.D])
    def outer(s, dR):
        Sp = s.m.S(s.Rbar + dR)
        s.A, s.B, s.C = dag(s.cbar) @ Sp @ s.cbar, dag(s.chi) @ Sp @ s.cbar, dag(s.chi) @ Sp @ s.chi
        s.X = solve_inner(s.A, s.B, s.C, s.X); return s.shift(s.X)
    def solve(s):
        dR = np.zeros(2); s.changes = []
        for _ in range(100):
            new = s.outer(dR); s.changes.append(nrm(new - dR))
            if s.changes[-1] < 1e-14: return s.cbar + s.chi @ s.X, s.Rbar + dR
            dR = new
        raise AssertionError("outer loop")
def run(m, prev, cur, h, n):
    pts = [prev, cur]
    for _ in range(n): pts.append(Step(m, pts[-2], pts[-1], h).solve())
    En = [m.total(*pts[k], (pts[k+1][0] - pts[k-1][0])/(2*h), (pts[k+1][1] - pts[k-1][1])/(2*h))
          for k in range(1, len(pts) - 1)]
    return pts, np.array(En)
def before(m, c, R, Rd, h): return lowdin(c, m.S(R - h*Rd)), R - h*Rd
def pm(label, a, unit=""):
    assert np.max(np.abs(a.imag)) < 1e-9
    print(label, "[11 12 21 22] =", " ".join("%.6f" % x for x in a.real.ravel()), unit)

# ---------- worked example: ground state and forces ----------
ex = Model(q0, [20000, 30000], [2, 2]); R0 = np.array([4.8, 7.4]); Rd0 = np.array([2e-4, -2e-4]); h0 = 4.0
print("box %.0f bohr, plane waves %d, cutoff %.4f Ha, f = 2 2" % (box, nG, G[-1]**2/2))
print("R =", R0, "bohr, Rdot =", Rd0, "bohr/au, M =", ex.M, "m_e")
print("mu = %.0f Ha au^2, h = %.1f au = %.4f fs" % (mu, h0, h0*pc["atomic unit of time"][0]*1e15))
print("q (s1 p1 s2 p2) =", q0, ", D0 =", D0, "Ha, projector width", sig, "bohr")
print("local depths", V0, "Ha, width", s_loc, "bohr; compensation width", r_c, "bohr")
print("interaction", U_w, "Ha, width", lam_w, "bohr; ion repulsion", A_ion, "Ha, width", b_ion, "bohr")
c0, eps = ex.scf(R0); S0 = ex.S(R0); D = ex.D(c0, R0); K0 = dag(c0) @ S0 @ S0 @ c0
assert abs(ex.density(c0, R0)[0][2*kmax] - 4) < 1e-10
Hc0, F0 = ex.grads(c0, R0); Fc0 = np.array([tr(np.diag(ex.f*eps[:2]), d) for d in D])
Ebo = lambda R: ex.energy(ex.scf(R)[0], R)
Fbo = np.array([-(Ebo(R0 + 1e-3*e) - Ebo(R0 - 1e-3*e))/2e-3 for e in np.eye(2)])
assert nrm(F0 + Fc0 - Fbo) < 1e-5 and nrm(Fc0) > 1e-3
k_eig = np.linalg.eigvalsh(K0); N0 = dag(c0) @ c0
assert np.linalg.eigvalsh(K0 - np.linalg.inv(N0)).min() > 0
print("levels eps1..3 = %.6f %.6f %.6f Ha, E = %.6f Ha" % (*eps[:3], ex.energy(c0, R0)))
pm("c^+c", N0); pm("K", K0); print("eigenvalues of K = %.6f %.6f" % tuple(k_eig))
pm("D_1", D[0], "1/bohr"); pm("D_2", D[1], "1/bohr")
print("-dE/dR = %.6f %.6f, tr(Lam D) = %.6f %.6f Ha/bohr" % (*F0, *Fc0))
print("sum = %.6f %.6f, finite-difference BO force = %.6f %.6f Ha/bohr" % (*(F0 + Fc0), *Fbo))

# ---------- worked example: one Verlet step ----------
prev0 = before(ex, c0, R0, Rd0, h0); st = Step(ex, prev0, (c0, R0), h0); cp, Rp = st.solve()
A, B, C, X = st.A, st.B, st.C, st.X
def coupled(x):
    cn = st.cbar + st.chi @ mat(x); return vec(dag(cn) @ ex.S(st.Rbar + st.shift(mat(x))) @ cn - np.eye(2))
assert nrm(root(coupled, np.zeros(4), tol=1e-14).x - vec(X)) < 1e-10
assert nrm(dag(cp) @ ex.S(Rp) @ cp - np.eye(2)) < 1e-12
pm("A", A); pm("B", B); pm("C", C); phi = inner_map(A, B, C); Xk = phi(0*X); pm("X0", Xk); pm("X", X)
pm("Lam = mu X/h^2", mu*X/h0**2, "Ha"); print("f eps = %.6f %.6f Ha" % tuple(ex.f*eps[:2]))
print("Rbar = %.7f %.7f, R+ - Rbar = %.4e %.4e bohr" % (*st.Rbar, *(Rp - st.Rbar)))
errs = []
for k in range(13): errs.append(nrm(Xk - X)); Xk = phi(Xk)
print("inner errors k=0,1,2,3,6,12:", " ".join("%.2e" % errs[k] for k in (0, 1, 2, 3, 6, 12)))
inv = sylvester((B + dag(B))/2); Ba = (B - dag(B))/2
rho = radius(matrix_of(lambda E: -inv(E @ Ba - Ba @ E + E @ C @ X + X @ C @ E)))
rho_a = radius(matrix_of(lambda E: -inv(E @ Ba - Ba @ E)))
rng = np.random.default_rng(1); d = mat(rng.normal(size=4)); d /= nrm(d); acc = 0.0
for _ in range(1500):
    d = (phi(X + 1e-7*d) - X)/1e-7; acc += np.log(nrm(d)); d /= nrm(d)
assert abs(np.exp(acc/1500)/rho - 1) < 0.01 and rho < 1
print("inner rate: formula %.5f, measured %.5f, from Ba alone %.2e" % (rho, np.exp(acc/1500), rho_a))
print("outer changes of R+ (bohr):", " ".join("%.2e" % x for x in st.changes[:4]))
a, b, cc = A[0, 0].real, B[0, 0].real, C[0, 0].real; x1 = (-b + np.sqrt(b*b + cc*(1 - a)))/cc
assert abs(solve_inner(A[:1, :1], B[:1, :1], C[:1, :1], 0*X[:1, :1])[0, 0] - x1) < 1e-12
print("one-state root x = %.6f, other root = %.6f" % (x1, -2*b/cc - x1))

# ---------- iteration designed for S = 1 ----------
def naive_end(s):
    f = naive_map(s.A, s.B, s.C); Y = inner_map(s.A, s.B, s.C)(0*s.X)
    for _ in range(300):
        Y = f(Y)
        if nrm(Y) > 1e6: break
    return nrm(Y - s.X)
weak = Model(0.1*q0, ex.M, ex.f); cw = lowdin(c0, weak.S(R0))
for m, c, name in ((ex, c0, "q"), (weak, cw, "q/10")):
    kk = np.linalg.eigvalsh(dag(c) @ m.S(R0) @ m.S(R0) @ c); pred = np.max(np.abs(1 - kk))
    s1 = Step(m, before(m, c, R0, Rd0, 2e-3), (c, R0), 2e-3); s1.solve()
    meas = fd_radius(naive_map(s1.A, s1.B, s1.C), s1.X); assert abs(meas/pred - 1) < 0.01
    s2 = Step(m, before(m, c, R0, Rd0, h0), (c, R0), h0); s2.solve(); end = naive_end(s2)
    assert (end > 1e-3 and pred > 1) if m is ex else (end < 1e-10 and pred < 1)
    print("naive loop, %s: max|1-k| = %.5f, measured %.5f, final error at h=4 %.1e" % (name, pred, meas, end))

# ---------- outer loop ----------
invK = sylvester(K0); Gam = np.array([[mu/ex.M[I]*tr(D[I], invK(D[J])) for J in (0, 1)] for I in (0, 1)])
def outer_jac(h):
    s = Step(ex, before(ex, c0, R0, Rd0, h), (c0, R0), h); R = s.solve()[1] - s.Rbar
    return np.array([(s.outer(R + 1e-4*e) - s.outer(R - 1e-4*e))/2e-4 for e in np.eye(2)]).T
for h in (0.05, 0.005): assert nrm(outer_jac(h) + Gam) < 0.01*nrm(Gam)
print("Gamma [11 12 21 22] =", " ".join("%.4e" % x for x in Gam.ravel()))
print("outer rate: Gamma %.4e, measured h=0.05 %.4e, h=4 %.4e" % (radius(Gam), radius(outer_jac(0.05)), radius(outer_jac(h0))))
wG, vG = np.linalg.eig(Gam); vdom = vG[:, np.argmax(wG.real)].real
for target in (0.5, 1.5):
    sc = radius(Gam)/target; m = Model(q0, ex.M*sc, ex.f)
    s = Step(m, before(m, c0, R0, Rd0, 2e-3), (c0, R0), 2e-3); fix = np.zeros(2)
    for _ in range(8): fix = fix + np.linalg.solve(Gam/sc + np.eye(2), s.outer(fix) - fix)
    r = fix + 1e-6*vdom
    for _ in range(8): r = s.outer(r)
    meas = (nrm(r - fix)/1e-6)**(1/8); assert abs(meas/target - 1) < 0.05
    print("light ions M = %.3f %.3f m_e: predicted rate %.2f, measured %.4f" % (*m.M, target, meas))

# ---------- worked example: trajectory and reversibility ----------
pts, En = run(ex, prev0, (c0, R0), h0, 50)
ke = max(0.5*ex.M @ ((pts[k+1][1] - pts[k-1][1])/(2*h0))**2 for k in range(1, 51))
viol = max(nrm(dag(c) @ ex.S(R) @ c - np.eye(2)) for c, R in pts)
back, _ = run(ex, pts[-1], pts[-2], h0, 50); rev = nrm(back[-1][0] - prev0[0]) + nrm(back[-1][1] - prev0[1])
assert viol < 1e-12 and rev < 1e-9 and np.ptp(En) < 0.05*ke
print("50 steps: final R = %.5f %.5f bohr, max ionic kinetic energy %.4e Ha" % (*pts[-1][1], ke))
print("total energy %.6f Ha, spread %.2e Ha, constraint error %.0e, reversal error %.0e" % (En[0], np.ptp(En), viol, rev))

# ---------- excited complex test state, unequal occupations ----------
tm = Model(q0, [2000, 3000], [2, 1]); env = np.exp(-G**2/4)[:, None]
rnd = lambda: env*(rng.normal(size=(nG, 2)) + 1j*rng.normal(size=(nG, 2)))
ct = lowdin(c0 + 0.05*rnd(), S0); Rdt = np.array([0.01, -0.007]); V = 0.008*rnd(); Dt_ = tm.D(ct, R0)
Z = dag(ct) @ S0 @ V; vt = V - 0.5*ct @ (Z + dag(Z) + Dt_[0]*Rdt[0] + Dt_[1]*Rdt[1])
nc = 2*nG; pack = lambda c, R: np.concatenate([c.real.ravel(), c.imag.ravel(), R])
unpack = lambda y: ((y[:nc] + 1j*y[nc:2*nc]).reshape(nG, 2), y[2*nc:])
def con(y): c, R = unpack(y); return vec(dag(c) @ tm.S(R) @ c)
y, vy = pack(ct, R0), pack(vt, Rdt); I70 = 1e-5*np.eye(len(y))
gradE = np.array([tm.energy(*unpack(y + e)) - tm.energy(*unpack(y - e)) for e in I70])/2e-5
Jc = np.array([con(y + e) - con(y - e) for e in I70]).T/2e-5
tau = 1e-3/nrm(vy); curv = (con(y + tau*vy) - 2*con(y) + con(y - tau*vy))/tau**2
mass = np.concatenate([np.full(2*nc, 2*mu), tm.M]); assert nrm(Jc @ vy) < 1e-8
lam = np.linalg.solve((Jc/mass) @ Jc.T, (Jc/mass) @ gradE - curv); ca, Ra = unpack((-gradE + Jc.T @ lam)/mass)
cdd, Rdd, Lam, _ = tm.accel(ct, R0, vt, Rdt)
dev = (nrm(ca - cdd)/nrm(ca), nrm(Ra - Rdd)/nrm(Ra), nrm(mat(lam) - Lam)/nrm(Lam)); assert max(dev) < 1e-5
print("test state M =", tm.M, "m_e, f =", tm.f, ", Rdot =", Rdt, "bohr/au")
print("formula vs finite-difference mechanics, rel. dev. c'' R'' Lam: %.0e %.0e %.0e" % dev)

split = lambda z: (z[:nc].reshape(nG, 2), z[nc:nc+2].real, z[nc+2:2*nc+2].reshape(nG, 2), z[2*nc+2:2*nc+4].real)
def flow(T, ion_force):
    def rhs(t, z):
        c, R, v, Rd = split(z); a1, a2, _, Fc = tm.accel(c, R, v, Rd, ion_force)
        return np.concatenate([v.ravel(), Rd, a1.ravel(), a2, [-Fc @ Rd]])
    z0 = np.concatenate([ct.ravel(), R0, vt.ravel(), Rdt, [0]]).astype(complex)
    return solve_ivp(rhs, (0, T), z0, method="DOP853", rtol=1e-11, atol=1e-13, max_step=1.0, dense_output=True).sol
T = 30.0; ref = flow(T, 1.0); E0 = tm.total(ct, R0, vt, Rdt); cT, RT, vT, RdT = split(ref(T))
assert abs(tm.total(cT, RT, vT, RdT) - E0) < 1e-8 and nrm(dag(cT) @ tm.S(RT) @ cT - np.eye(2)) < 1e-8
zb = flow(20.0, 0.0)(20.0); dEb = tm.total(*split(zb)) - E0
assert abs(dEb - zb[-1].real) < 1e-8 and abs(dEb) > 1e-4
print("energy change, full equations, 30 au: %.0e Ha" % abs(tm.total(cT, RT, vT, RdT) - E0))
print("without ionic constraint force, 20 au: %.6f Ha, predicted %.6f Ha" % (dEb, zb[-1].real))
at = lambda t: split(ref(t))[:2]
c5, R5, v5, Rd5 = split(ref(5.0)); Lam5 = tm.accel(c5, R5, v5, Rd5)[2]; eL, eG, eE = [], [], []
for h in (0.5, 0.25):
    s = Step(tm, at(5.0 - h), (c5, R5), h); s.solve(); eL.append(nrm(mu*s.X/h**2 - Lam5))
    p, En = run(tm, at(0.0), at(h), h, int(round(T/h)) - 1)
    eG.append(nrm(p[-1][0] - cT) + nrm(p[-1][1] - RT)); eE.append(np.max(np.abs(En - E0)))
orders = [np.log2(e[0]/e[1]) for e in (eL, eG, eE)]
assert abs(orders[0] - 2) < 0.2 and abs(orders[1] - 2) < 0.2 and abs(orders[2] - 2) < 0.3
print("h = 0.5, 0.25 au: Lam error %.3e %.3e Ha, order %.3f" % (*eL, orders[0]))
print("global error at 30 au %.3e %.3e, order %.3f" % (*eG, orders[1]))
print("energy error %.3e %.3e Ha, order %.3f" % (*eE, orders[2]))
S5 = tm.S(R5); B1 = dag(c5) @ S5 @ (S5 @ v5 + (tm.dS(R5, 0)*Rd5[0] + tm.dS(R5, 1)*Rd5[1]) @ c5)
B1a = (B1 - dag(B1))/2; inv5 = sylvester(dag(c5) @ S5 @ S5 @ c5)
slope = radius(matrix_of(lambda E: -inv5(E @ B1a - B1a @ E))); ms = []
for h in (2e-3, 1e-3):
    s = Step(tm, at(5.0 - h), (c5, R5), h); s.solve(); ms.append(fd_radius(inner_map(s.A, s.B, s.C), s.X)/h)
    assert abs(ms[-1]/slope - 1) < 0.03
print("inner rate/h: formula %.5e, measured h=0.002 %.5e, h=0.001 %.5e 1/au" % (slope, *ms))
print("finished without a failed check")
```

It prints:

```
box 12 bohr, plane waves 17, cutoff 8.7730 Ha, f = 2 2
R = [4.8 7.4] bohr, Rdot = [ 0.0002 -0.0002] bohr/au, M = [20000. 30000.] m_e
mu = 400 Ha au^2, h = 4.0 au = 0.0968 fs
q (s1 p1 s2 p2) = [3.  1.  2.  0.5] , D0 = [1.  0.5 0.6 0.3] Ha, projector width 0.6 bohr
local depths [2.5 2.2] Ha, width 1.0 bohr; compensation width 0.5 bohr
interaction 0.4 Ha, width 1.0 bohr; ion repulsion 3.0 Ha, width 1.5 bohr
levels eps1..3 = -1.297544 -1.101744 -0.644787 Ha, E = -5.550042 Ha
c^+c [11 12 21 22] = 0.285858 0.033795 0.033795 0.354931 
K [11 12 21 22] = 3.804483 -0.299914 -0.299914 2.976694 
eigenvalues of K = 2.879455 3.901721
D_1 [11 12 21 22] = 0.168971 0.191533 0.191533 -0.069083 1/bohr
D_2 [11 12 21 22] = -0.076063 -0.116023 -0.116023 -0.051603 1/bohr
-dE/dR = 0.420965 -0.445794, tr(Lam D) = -0.286270 0.311099 Ha/bohr
sum = 0.134695 -0.134695, finite-difference BO force = 0.134695 -0.134695 Ha/bohr
A [11 12 21 22] = 1.950303 -0.075570 -0.075570 1.595402 
B [11 12 21 22] = 5.349875 -0.473874 -0.504907 3.778641 
C [11 12 21 22] = 14.885325 -1.977533 -1.977533 9.099368 
X0 [11 12 21 22] = -0.088881 -0.000715 -0.000715 -0.078878 
X [11 12 21 22] = -0.103807 -0.000004 -0.000004 -0.088139 
Lam = mu X/h^2 [11 12 21 22] = -2.595172 -0.000111 -0.000111 -2.203482 Ha
f eps = -2.595087 -2.203489 Ha
Rbar = 4.8011368 7.3989622, R+ - Rbar = -2.2906e-04 1.6594e-04 bohr
inner errors k=0,1,2,3,6,12: 1.76e-02 4.42e-03 1.21e-03 3.40e-04 8.12e-06 4.84e-09
inner rate: formula 0.29027, measured 0.28993, from Ba alone 3.47e-03
outer changes of R+ (bohr): 2.83e-04 1.06e-07 4.00e-11 1.50e-14
one-state root x = -0.103807, other root = -0.615006
naive loop, q: max|1-k| = 2.90172, measured 2.90172, final error at h=4 4.6e+06
naive loop, q/10: max|1-k| = 0.27399, measured 0.27399, final error at h=4 7.0e-16
Gamma [11 12 21 22] = 3.1651e-04 -1.6261e-04 -1.0841e-04 7.4735e-05
outer rate: Gamma 3.7518e-04, measured h=0.05 3.7518e-04, h=4 3.7532e-04
light ions M = 15.007 22.511 m_e: predicted rate 0.50, measured 0.5000
light ions M = 5.002 7.504 m_e: predicted rate 1.50, measured 1.5000
50 steps: final R = 5.03910 7.22713 bohr, max ionic kinetic energy 1.2577e-01 Ha
total energy -5.548931 Ha, spread 4.94e-05 Ha, constraint error 1e-14, reversal error 2e-14
test state M = [2000. 3000.] m_e, f = [2. 1.] , Rdot = [ 0.01  -0.007] bohr/au
formula vs finite-difference mechanics, rel. dev. c'' R'' Lam: 1e-08 7e-09 1e-09
energy change, full equations, 30 au: 3e-14 Ha
without ionic constraint force, 20 au: 0.192510 Ha, predicted 0.192510 Ha
h = 0.5, 0.25 au: Lam error 2.165e-05 5.455e-06 Ha, order 1.989
global error at 30 au 5.973e-05 1.498e-05, order 1.996
energy error 1.152e-04 2.879e-05 Ha, order 2.001
inner rate/h: formula 2.59473e-02, measured h=0.002 2.59475e-02, h=0.001 2.59474e-02 1/au
finished without a failed check
```
